# Why low-barrier flicker consumes kinetic Monte Carlo events with little transport

**Question.** An interstitial atom diffuses through a barrier film whose sites come in close pairs. The hop within a pair has a low barrier, and the hop to the next pair a high one. In a kinetic Monte Carlo simulation the atom moves at nearly every event, yet after millions of events it may have gone almost nowhere. Where do the events go, how does the cost of a given displacement depend on the two barriers, and are the fast hops then of no use?

**Answer.**

## The model and its rates

Take a one-dimensional chain of period \(L\). Each period is a superbasin with two sites, A on the left with energy 0 and B on the right with energy \(\varepsilon\). The saddle between A and B has energy \(T_f\) (fast). The saddle between B and the A of the next superbasin has energy \(T_s\) (slow). All energies are measured from site A, so a barrier is a saddle energy minus the energy of the site being left. With a common prefactor \(\nu\), the rates out of A are

\[
\kappa=\nu e^{-T_f/k_BT}\ \text{(fast)},\qquad \chi=\nu e^{-T_s/k_BT}\ \text{(slow)} .
\]

From B both barriers are lower by \(\varepsilon\), so both rates are multiplied by the same factor \(e^{\varepsilon/k_BT}\). Forward and backward rates over each saddle then obey detailed balance.

Rejection-free kinetic Monte Carlo chooses the next hop with probability proportional to its rate and advances the clock by an exponentially distributed time whose mean is the inverse of the total rate. Every hop costs one event, whatever its rate. The probability that the next hop is fast is

\[
p=\frac{\kappa}{\kappa+\chi}=\frac{r}{1+r},\qquad r=\frac{\kappa}{\chi}=e^{(T_s-T_f)/k_BT}.
\]

The factor \(e^{\varepsilon/k_BT}\) cancels, so \(p\) is the same at both sites. What enters \(r\) is the separation of the two saddle energies, which is also the difference of the two barriers seen from one and the same site. If the prefactors differ, \(r\) is multiplied by \(\nu_f/\nu_s\).

## What happens inside a superbasin

The atom makes \(n\) fast hops and then a slow one with probability

\[
P(n)=(1-p)\,p^n .
\]

From \(\sum_n n p^n=p/(1-p)^2\) and \(\sum_n n(n-1)p^n=2p^2/(1-p)^3\), and with \(p/(1-p)=r\),

\[
\langle n\rangle=\frac{p}{1-p}=r,\qquad \langle n(n-1)\rangle=2r^2,
\]
\[
\langle n^2\rangle-\langle n\rangle^2=2r^2+r-r^2=r(r+1).
\]

The mean number of fast hops per visit is therefore \(r\), with a standard deviation about as large as the mean when \(r\gg1\).

Apart from the time they take, all these hops leave a single trace: whether \(n\) was even or odd. An even number returns the atom to the site where it entered, and an odd number puts it on the other one. The probability of an odd number is

\[
P_{\rm odd}=(1-p)(p+p^3+\dots)=\frac{(1-p)p}{1-p^2}=\frac{p}{1+p}.
\]

For \(r\gg 1\) this tends to 1/2. A hundred thousand events then do the work of one coin toss, which decides on which side the atom leaves.

A simulation of 40,000 first escapes at 600 K, with saddles 0.15 eV apart (\(r=18.2\)), shows this behaviour. It gave a mean of 18.3 fast hops with standard deviation 18.7, and a fraction 0.484 of exits from the opposite site, where the formula gives 0.487.

## Events per unit of transport

Let \(m\) be the index of the superbasin that holds the atom. Every hop, fast or slow, takes the atom from an A site to a B site or back. If it starts on A, the odd-numbered hops therefore leave from A and the even-numbered ones from B. A slow hop from A goes left and lowers \(m\) by one; a slow hop from B goes right and raises it by one. A fast hop leaves \(m\) unchanged. Let \(s_j=1\) if hop \(j\) is slow and \(s_j=0\) if it is fast. Then

\[
m_n=\sum_{j=1}^{n}(-1)^j s_j .
\]

The \(s_j\) are independent, because the probability of a slow hop is \(1-p\) at either site. Each has variance \(p(1-p)\), and the signs drop out of the variance of the sum. For even \(n\) the mean of \(m_n\) vanishes, since the terms cancel in pairs, so

\[
\langle m_n^2\rangle=n\,p(1-p).
\]

For odd \(n\) the mean is \(-(1-p)\), which adds at most 1 to the mean square and is negligible at large \(n\). The true position differs from \(mL\) by less than one period, which is also negligible for long paths.

The two factors have separate meanings. The number of slow hops is on average \(n(1-p)\). The remaining factor \(p\) accounts for retracing. If the number of fast hops between two slow ones is even, zero included, the second slow hop goes back over the same saddle; if it is odd, the atom moves on in the same direction. Even numbers are the more likely, with probability \(1/(1+p)\), so returns outweigh advances.

The number of events per \(L^2\) of mean-square displacement is thus

\[
C=\frac{1}{p(1-p)}=\frac{(1+r)^2}{r}=r+2+\frac1r .
\]

With \(x=(T_s-T_f)/k_BT\) and \(r=e^x\), the last form is \((e^{x/2}+e^{-x/2})^2\), so

\[
\boxed{C=4\cosh^2\!\left(\frac{T_s-T_f}{2k_BT}\right)}
\]

The minimum, \(C=4\), occurs at equal saddles. This is the ordinary random walk with two hops per period: a root-mean-square distance of two hops needs four hops. For a separation of several \(k_BT\), \(C\simeq e^{(T_s-T_f)/k_BT}\). The formula is even in the separation, because if the hop between superbasins became the faster one, the two kinds of hop would merely exchange roles.

## The clock, and what the fast hops are good for

The mean waiting time is \(1/(\kappa+\chi)\) on A and \(e^{-\varepsilon/k_BT}/(\kappa+\chi)\) on B. Since the sites alternate strictly, the mean time per event is half the sum,

\[
\tau=\frac{Z}{2(\kappa+\chi)},\qquad Z=1+e^{-\varepsilon/k_BT}.
\]

The waiting times do not depend on which hop is chosen at the end of the wait. The mean-square displacement after a long time \(t\) is therefore the mean number of events, \(t/\tau\), times \(L^2p(1-p)\). Setting this equal to \(2Dt\) and using \(p(1-p)=\kappa\chi/(\kappa+\chi)^2\),

\[
D=\frac{L^2p(1-p)}{2\tau}=\frac{L^2}{Z}\,\frac{\kappa\chi}{\kappa+\chi}
=\frac{L^2\chi}{Z\,(1+1/r)} .
\]

If \(\kappa\to0\), then \(D\to0\): without fast hops the atom cannot cross a superbasin and shuttles over one slow saddle. The fast hops are necessary. If \(\kappa\gg\chi\), however, \(D\to L^2\chi/Z\), and a further increase of \(\kappa\) gains nothing. The diffusion coefficient comes close to this limit once the two sites are well mixed before escape, and mixing them again and again adds almost nothing to it.

The mismatch can be stated as a pair of fractions. Fast hops take the share \(r/(1+r)\) of the events. Their influence on transport, with \(\chi\) and the site energies held fixed, is

\[
\frac{\partial\ln D}{\partial\ln\kappa}=1-\frac{\kappa}{\kappa+\chi}=\frac{1}{1+r}.
\]

The share of the work and the share of the influence are interchanged.

The exponential law for \(C\) refers to a fixed displacement. For a fixed physical time \(t\) the number of events is \(t/\tau\simeq2\kappa t/Z\) when \(r\gg1\), and this depends on the fast saddle but hardly on the slow one. Raising \(T_s\) then leaves the bill unchanged and reduces what is bought with it.

## Numbers

Take the round model parameters \(T_f=0.30\) eV, \(T_s=0.90\) eV, \(\varepsilon=0.10\) eV, \(\nu=10^{13}\ \text{s}^{-1}\), \(L=0.5\) nm and \(T=600\) K, where \(k_BT=0.0517\) eV. Then

\[
r=e^{0.60/0.0517}=e^{11.605}=1.10\times10^5 ,
\]

with \(\kappa=3.02\times10^{10}\ \text{s}^{-1}\) and \(\chi=2.76\times10^{5}\ \text{s}^{-1}\). From B the fast rate is \(2.09\times10^{11}\ \text{s}^{-1}\), so \(Z=1+0.302/2.09=1.145\). The diffusion coefficient is

\[
D\simeq\frac{(5\times10^{-8}\,\text{cm})^2\times2.76\times10^{5}\,\text{s}^{-1}}{1.145}
=6.0\times10^{-10}\ \text{cm}^2/\text{s}.
\]

A root-mean-square displacement of 10 nm is \(20L\), or \(400L^2\) in the mean square. It takes \(400\,C=400\times1.10\times10^5=4.4\times10^7\) events. The physical time covered is \((10^{-6}\,\text{cm})^2/2D=8.3\times10^{-4}\) s, at \(1.9\times10^{-11}\) s per event. About 9 events in a million are slow hops.

The next table varies the separation at 600 K by moving the fast saddle. The last column comes from direct simulation of 20,000 atoms for 1000 hops each, with a statistical error of about one per cent.

| \(T_s-T_f\) (eV) | \(C\), formula | \(C\), simulated |
|---|---|---|
| 0.0 | 4.00 | 3.99 |
| 0.1 | 9.06 | 9.07 |
| 0.2 | 49.9 | 49.2 |
| 0.3 | 333 | 337 |
| 0.4 | 2292 | – |
| 0.6 | \(1.10\times10^5\) | – |

The first 0.1 eV raises the cost by a factor of only 2.3, because near equal saddles the hyperbolic cosine is flat. The second gives 5.5 and the third 6.7, approaching the exponential value \(e^{0.1/0.0517}=6.9\).

Cooling acts in the same way, since the separation enters divided by \(k_BT\). At an assumed speed of \(10^6\) events per second, the same 10 nm with the original saddles costs:

| \(T\) (K) | \(C\) | computing time |
|---|---|---|
| 900 | \(2.3\times10^3\) | 0.9 s |
| 600 | \(1.1\times10^5\) | 44 s |
| 300 | \(1.2\times10^{10}\) | 56 days |

These are times for a single atom. On a lattice with many atoms, one flickering atom burdens all the others. If the other processes have total rate \(W\), the flicker inserts on average \(1/(\tau W)\) events between two of theirs.

## Superbasins with unequal exits

Suppose the exits from A and B lie over different saddles, with fast-to-slow rate ratios \(r_A\) and \(r_B\) at the two sites and \(p_{A,B}=r_{A,B}/(1+r_{A,B})\). Let \(F_A\) and \(F_B\) be the mean numbers of fast hops still to come from each site. A fast hop counts one and moves the atom to the other site, so

\[
F_A=p_A(1+F_B),\qquad F_B=p_B(1+F_A).
\]

Inserting the second equation into the first gives \(F_A(1-p_Ap_B)=p_A(1+p_B)\). Here

\[
1+p_B=\frac{1+2r_B}{1+r_B},\qquad 1-p_Ap_B=\frac{1+r_A+r_B}{(1+r_A)(1+r_B)},
\]

and therefore

\[
F_A=\frac{r_A(1+2r_B)}{1+r_A+r_B}.
\]

For \(r_A=r_B=r\) this returns \(r\). If both ratios are large, \(F_A\simeq2r_Ar_B/(r_A+r_B)\), which is governed by the smaller ratio, that is, by the lower exit saddle. If A has no exit, \(r_A\to\infty\) and \(F_A=1+2r_B\). With the saddles of the example this is \(2.19\times10^5\) hops, twice the earlier count. With equal exit saddles, closing one door changes only the prefactor, and closing the higher of two unequal doors also leaves the exponential as it was. Closing the lower door changes the exponential, since the higher saddle then governs: with the fast saddle at 0.30 eV, the exit from A at 0.60 eV and that from B at 0.90 eV, \(F_A\) at 600 K rises from 660 to \(2.19\times10^5\).

## Two ways out

**Drawing the escape directly.** Since the fast hops decide little more than a parity, they can be summed analytically. For \(\varepsilon=0\) the escape rate is \(\chi\) from either site, so the escape time is exponentially distributed with mean \(1/\chi\), however the atom flickers. The fast hops up to time \(t\) form a Poisson process of rate \(\kappa\), and the probability of an odd number is

\[
e^{-\kappa t}\sum_{n\ \rm odd}\frac{(\kappa t)^n}{n!}=e^{-\kappa t}\sinh\kappa t=\tfrac12\left(1-e^{-2\kappa t}\right).
\]

One draws \(t\), then the exit site with this probability, and moves the atom to the next superbasin. The dynamics between superbasins is unchanged. In the hop-by-hop description \(n\) events contain on average \(n(1-p)\) escapes and yield \(np(1-p)\) in \(\langle m^2\rangle\), so the cost is now

\[
\frac{n(1-p)}{np(1-p)}=\frac1p=1+\frac1r
\]

escapes per \(L^2\). A simulation of this scheme at 600 K, with 20,000 atoms and 300 escapes each, gave 1.37 at a separation of 0.05 eV (formula 1.38) and 1.00 at 0.60 eV (formula 1.00). For \(\varepsilon\neq0\) the escape rate differs between the sites, so the escape time no longer follows a single exponential. Time and exit can then be drawn from the solution of the two-state rate equations with losses.

**Raising the fast saddle.** One may instead slow the fast hops until \(r\) has a modest value \(r'\). The site energies, and with them the equilibrium populations, are untouched. By the last form of \(D\),

\[
\frac{D'}{D}=\frac{1+1/r}{1+1/r'} .
\]

For \(r'=10\) the saddle moves from 0.30 eV to \(0.90-0.0517\ln10=0.78\) eV. The cost falls to \(C'=11^2/10=12.1\), a saving by a factor of about 9000, while \(D'/D=0.909\). The diffusion coefficient comes out 9 per cent too low relative to the unmodified model. Here the error is known and can be divided out. In a larger network of sites it generally is not, and one must see how the result changes as \(r'\) is increased.

## Where the argument stops

The formula for \(C\) holds for identical two-site superbasins on a chain without drift, all joined by the same slow saddle. The hyperbolic-cosine form, with its minimum at equal saddles, also needs equal prefactors; otherwise \(C=(1+r)^2/r\) is used with the corrected \(r\). If the slow saddles differ along the chain, the cost changes: with saddles alternating between 0.90 and 0.80 eV it is \(6.3\times10^4\) at 600 K, against \(1.10\times10^5\) and \(1.58\times10^4\) for either saddle alone. The rates themselves assume that the atom forgets its last hop before the next one. That needs barriers well above \(k_BT\), and the fast hop out of B, with \(0.20/0.0517\simeq3.9\) at 600 K, is a doubtful case; at 900 K the ratio falls to 2.6, so that row of the cooling table is more doubtful still. If successive fast hops are correlated, their number changes. As long as the two sites are still well mixed before each escape and the slow rates are right, \(D\) hardly changes, for the same reason that the flicker was wasteful.
